# The GW self-energy of minimal-basis H2, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the orbitals to the self-energy

A hydrogen molecule in a basis of one real, normalized s function per atom has two molecular orbitals. This is small enough for every stage of a one-shot GW calculation to be done by hand. The calculation here starts from restricted Hartree-Fock theory, and its screening is the direct random-phase approximation (direct RPA): the electrons respond to the total electrostatic potential, without an exchange term in their response. Neither the Green function nor the screening is updated afterwards.

Hartree atomic units are used, with energies in hartree (Ha). The numerical case is H2 at a separation of 1.4 bohr in the STO-3G basis, with the nuclei fixed. A two-electron integral is written in charge-density notation,

\[
(pq|rs)=\int\!\!\int \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
\]

and \(h_p\) is the kinetic energy plus nuclear attraction of one electron in orbital \(p\).

### (a) Find the molecular orbitals and their Hartree-Fock energies. Which two-electron integrals vanish?

**Solution.** Let \(a\) and \(b\) be the atomic functions and \(S\) their overlap. Inversion through the bond centre exchanges \(a\) and \(b\), so the even and odd combinations are

\[
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .
\]

The denominators follow from \(\langle a\pm b|a\pm b\rangle=2\pm2S\). The orbitals are orthogonal because \(\langle a+b|a-b\rangle=1-S+S-1=0\).

Now invert both \(\mathbf r\) and \(\mathbf r'\) in a two-electron integral. The distance \(|\mathbf r-\mathbf r'|\) is unchanged, while each factor \(u\) changes sign. An integral with an odd number of \(u\) factors therefore equals its own negative, and

\[
(gg|gu)=(uu|gu)=0 .
\]

The integrals that remain are \(J_{gg}=(gg|gg)\), \(J_{uu}=(uu|uu)\), \(J_{gu}=(gg|uu)\) and \(K=(gu|gu)\). The last is positive: it is the Coulomb interaction of the charge distribution \(gu\) with itself, which equals \((1/4\pi)\int|\mathbf E|^2d^3r\), where \(\mathbf E\) is the field of that distribution.

With two electrons in \(g\), the closed-shell Fock matrix is

\[
F_{pq}=h_{pq}+2(pq|gg)-(pg|gq).
\]

The factor 2 counts both electrons in the Hartree term. Exchange acts between equal spins and so counts one. The element \(F_{gu}\) vanishes by parity, so \(g\) and \(u\) already solve the Hartree-Fock equations. Their energies are

\[
e_g=h_g+2J_{gg}-J_{gg}=h_g+J_{gg},\qquad
e_u=h_u+2J_{gu}-K .
\]

An electron in \(g\) feels the one other electron, whereas an electron placed in \(u\) feels two, less one exchange term. For the example,

\[
e_g=-1.2528+0.6746=-0.5782\ \text{Ha},
\]
\[
e_u=-0.4756+2(0.6636)-0.1813=0.6703\ \text{Ha}.
\]

The gap is \(D=e_u-e_g=1.2485\) Ha, and \(K=0.1813\) Ha. In what follows \(D\) is taken to be positive, as it is here.

### (b) How does the density respond to a weak oscillating potential if the electrons are independent?

**Solution.** Independent electrons move in the fixed Hartree-Fock Hamiltonian plus the potential \(\phi(\mathbf r)(e^{-i\omega t}+e^{i\omega t})\), where \(\phi\) is real and weak. To first order, an electron that starts in \(g\) has the orbital

\[
\psi(t)=e^{-ie_gt}\left[g+c(t)\,u\right].
\]

There may also be a first-order change of phase of \(g\), but a phase does not alter the density. Insert \(\psi\) in the Schrödinger equation and project on \(u\). The left side gives \(e_gc+i\dot c\) and the Hamiltonian gives \(e_uc\), so that

\[
i\dot c=Dc+\phi_{gu}\left(e^{-i\omega t}+e^{i\omega t}\right),\qquad
\phi_{gu}=\int g\,\phi\,u\,d^3r .
\]

Try \(c=c_-e^{-i\omega t}+c_+e^{i\omega t}\). Equating the two frequencies separately gives \(\omega c_-=Dc_-+\phi_{gu}\) and \(-\omega c_+=Dc_++\phi_{gu}\), hence

\[
c_-=\frac{\phi_{gu}}{\omega-D},\qquad c_+=-\frac{\phi_{gu}}{\omega+D}.
\]

The density of the two electrons is \(2|\psi|^2=2g^2+2gu(c+c^*)\) to first order. The part that oscillates as \(e^{-i\omega t}\) contains \(c_-\) and, through the complex conjugate, \(c_+\). Its amplitude is

\[
\delta n(\mathbf r)=2g(\mathbf r)u(\mathbf r)\left[\frac1{\omega-D}-\frac1{\omega+D}\right]\phi_{gu}
=g(\mathbf r)u(\mathbf r)\,\chi_0(\omega)\,\phi_{gu},
\]

\[
\chi_0(\omega)=\frac{4D}{\omega^2-D^2}.
\]

One factor 2 comes from spin and the other from the two time orders. At zero frequency \(\chi_0=-4/D\), which is negative: electrons move away from regions where their potential energy has been raised. The induced density always has the shape \(gu\) in this basis, because there is only one empty orbital for an electron to move into.

### (c) Include the potential of the induced density, and find the correlation part of the screened interaction.

**Solution.** In direct RPA the potential that drives the electrons is the external one plus the electrostatic potential of the induced density. The induced density \(gu\,\chi_0\phi_{gu}\) produces a potential whose \(gu\) element is \(K\chi_0\phi_{gu}\). Self-consistency therefore requires

\[
\phi_{gu}=\phi^{\rm ext}_{gu}+K\chi_0\phi_{gu}
\quad\Longrightarrow\quad
\phi_{gu}=\frac{\phi^{\rm ext}_{gu}}{1-K\chi_0}.
\]

Take as external source the charge distribution \(rs\), for which \(\phi^{\rm ext}_{gu}=(gu|rs)\). The density it induces acts on another distribution \(pq\) with the energy

\[
W^c_{pq,rs}(\omega)=(pq|gu)\,\frac{\chi_0(\omega)}{1-K\chi_0(\omega)}\,(gu|rs).
\]

This is the screened interaction minus the bare one. By part (a), the outer integrals vanish unless both \(pq\) and \(rs\) are the distribution \(gu\). For that case substitute \(\chi_0\) and multiply numerator and denominator by \(\omega^2-D^2\):

\[
W^c(\omega)=\frac{K^2\chi_0}{1-K\chi_0}
=\frac{4K^2D}{\omega^2-D^2-4KD}
=\frac{4K^2D}{\omega^2-\Omega^2},
\]

\[
\Omega=\sqrt{D(D+4K)} .
\]

The response now resonates at \(\Omega\), above the bare gap \(D\), because displacing charge into the shape \(gu\) costs electrostatic energy. For the self-energy it helps to separate the two resonances:

\[
W^c(\omega)=R\left[\frac1{\omega-\Omega}-\frac1{\omega+\Omega}\right]
=\frac{2\Omega R}{\omega^2-\Omega^2}.
\]

Comparison of the numerators gives \(2\Omega R=4K^2D\), so

\[
R=\frac{2K^2D}{\Omega}=2K^2\sqrt{\frac{D}{D+4K}} .
\]

In the example,

\[
\Omega=\sqrt{1.2485\,(1.2485+0.7250)}=1.5697\ \text{Ha},
\]
\[
R=0.06571\times\frac{1.2485}{1.5697}=0.0523\ \text{Ha}^2 ,
\]

where \(0.06571\ \text{Ha}^2\) is \(2K^2\). The electrostatic feedback thus raises the resonance by about a quarter relative to \(D\) and lowers its strength to 0.795 of \(2K^2\). When \(K\ll D\), both changes disappear: \(\Omega\to D\) and \(R\to2K^2\).

### (d) A spin-orbital RPA code finds two positive excitation energies. What is the other one, and does it contribute to \(W^c\)?

**Solution.** There are two spin-conserving transitions, \(g\uparrow\to u\uparrow\) and \(g\downarrow\to u\downarrow\). Let the vectors \(X\) and \(Y\) hold their forward and backward amplitudes. The direct RPA equations are

\[
AX+BY=\omega X,\qquad BX+AY=-\omega Y,
\]

\[
A=\begin{pmatrix}D+K&K\\K&D+K\end{pmatrix},\qquad
B=\begin{pmatrix}K&K\\K&K\end{pmatrix}.
\]

All Coulomb elements equal \(K\), whatever the spins, because both transitions have the same charge distribution and exchange is absent. Adding and subtracting the two equations gives

\[
(A+B)(X+Y)=\omega(X-Y),\qquad (A-B)(X-Y)=\omega(X+Y).
\]

Both matrices have the eigenvectors \((1,1)\) and \((1,-1)\). On such a vector they act as numbers, and elimination of \(X-Y\) yields \(\omega^2=(A-B)(A+B)\).

For \((1,1)\), the singlet combination, \(A\) acts as \(D+2K\) and \(B\) as \(2K\). Then \(\omega^2=D(D+4K)\), which is \(\Omega^2\) again.

For \((1,-1)\), the triplet combination, \(A\) acts as \(D\) and \(B\) as zero, so \(\omega=D\). The charge displaced by this mode is proportional to the sum of its two spin amplitudes, which is zero. The mode changes the spin density but not the charge density, so it has no coupling to \(W^c\). A code that lists it as a pole of the self-energy should give that pole zero residue.

### (e) Combine \(W^c\) with the Green function and find all elements of the correlation self-energy.

**Solution.** The GW self-energy is

\[
\Sigma(\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,e^{i\eta\omega'}\,G_0(\omega+\omega')\,W(\omega'),
\]

where \(\eta\) is a positive infinitesimal. The bare part of \(W\) produces the exchange term, which the Hartree-Fock energies already contain. Only \(W^c\) is left to add. Since \(W^c\) falls as \(1/\omega'^2\), the convergence factor can now be dropped.

Place the external energy at midgap, \(\mu=(e_g+e_u)/2\). The time-ordered functions \(G_0(\mu+\omega')\) and \(W^c(\omega')\) have their poles just below the positive real axis and just above the negative one. Turning the integration path anticlockwise onto the imaginary axis sweeps the first and third quadrants and crosses none of them. The arcs at infinity vanish because the integrand falls as \(1/|\omega'|^3\).

With \(\omega'=i\nu\) and \(d\omega'=i\,d\nu\), the prefactor becomes \(i\cdot i/2\pi=-1/2\pi\). The result continues smoothly to \(z=\mu+i\omega\), because the denominator \(z+i\nu-e_q\) has the nonzero real part \(\mu-e_q\):

\[
\Sigma_{pr}(z)=-\frac1{2\pi}\int_{-\infty}^{\infty}d\nu\sum_{q=g,u}
\frac{W^c_{pq,rq}(i\nu)}{z+i\nu-e_q}.
\]

Parity removes most of the sum. In \(\Sigma_{gg}\) the term \(q=g\) contains the distribution \(gg\), which does not couple, so \(q=u\) remains. In \(\Sigma_{uu}\) only \(q=g\) remains. In \(\Sigma_{gu}\) the term \(q=g\) contains \(gg\) and the term \(q=u\) contains \(uu\), so both vanish and the off-diagonal element is zero.

On the imaginary axis \(W^c(i\nu)=-2\Omega R/(\nu^2+\Omega^2)\). The two minus signs cancel:

\[
\Sigma_g(z)=\frac{\Omega R}{\pi}\int_{-\infty}^{\infty}
\frac{d\nu}{(\nu^2+\Omega^2)(\alpha+i\nu)},\qquad \alpha=z-e_u .
\]

The factor \(\alpha+i\nu\) vanishes at \(\nu=i\alpha\), whose imaginary part is \({\rm Re}\,\alpha=-D/2\). This point lies in the lower half-plane. Closing the path in the upper half-plane encloses only \(\nu=i\Omega\), and the integral is

\[
2\pi i\,\frac1{2i\Omega}\,\frac1{\alpha-\Omega}=\frac{\pi}{\Omega(\alpha-\Omega)} .
\]

For \(\Sigma_u\) the same integral appears with \(\alpha=z-e_g\), whose real part is \(+D/2\). The pole at \(i\alpha\) is now in the upper half-plane, so the path is closed below. It encloses \(\nu=-i\Omega\) clockwise and gives

\[
-2\pi i\,\frac1{-2i\Omega}\,\frac1{\alpha+\Omega}=\frac{\pi}{\Omega(\alpha+\Omega)} .
\]

After continuation to real energies,

\[
\boxed{\;\Sigma_g(\omega)=\frac{R}{\omega-e_u-\Omega},\qquad
\Sigma_u(\omega)=\frac{R}{\omega-e_g+\Omega}\;}
\]

In time-ordered form the first pole lies infinitesimally below the real axis and the second infinitesimally above it. Each orbital has one pole, and both poles have the same residue. For the example they lie at

\[
e_u+\Omega=2.2399\ \text{Ha},\qquad e_g-\Omega=-2.1479\ \text{Ha}.
\]

The frequency integral was also evaluated by quadrature at \(z=\mu+i\omega\) with \(\omega=0\), 0.3 and 1.5 Ha. That calculation used products of atomic orbitals and dropped no integral by parity. Its largest difference from the formulas, over all four matrix elements, was about \(10^{-16}\) Ha.

The positions have a simple reading. The charge excitation \(\Omega\) is odd, since its density is \(gu\). An electron in \(u\) together with this excitation is even overall, so it can mix with an electron in \(g\). A hole in \(g\) together with the excitation is odd and cannot. This is why the occupied orbital has its pole at an electron-addition energy, far above the gap, while the empty orbital has its pole far below.

## Second half: levels, exact comparison and limits

The symbols needed from the first half are these. The even orbital \(g\) is doubly occupied and the odd orbital \(u\) is empty, with Hartree-Fock energies \(e_g=h_g+J_{gg}\) and \(e_u=h_u+2J_{gu}-K\), and \(D=e_u-e_g\). The integral \(K=(gu|gu)\) is positive, and integrals with an odd number of \(u\) factors vanish. The RPA charge excitation is \(\Omega=\sqrt{D(D+4K)}\), and \(R=2K^2D/\Omega\). The self-energies are

\[
\Sigma_g(\omega)=\frac{R}{\omega-e_u-\Omega},\qquad
\Sigma_u(\omega)=\frac{R}{\omega-e_g+\Omega}.
\]

At 1.4 bohr in STO-3G, \(D=1.2485\), \(K=0.1813\) and \(\Omega=1.5697\) Ha, with \(R=0.0523\ \text{Ha}^2\).

### (f) Solve the quasiparticle equations for both orbitals, and find the weight of each solution.

The correlation self-energy is now known: it is diagonal, with one pole for each orbital and the same residue \(R\) for both. It remains to solve the quasiparticle equations of part (f), compare the results with the exact levels in the same basis, and examine bond stretching, broken inversion symmetry and larger basis sets.
